Shifting the energy zero in a nonorthogonal tight-binding model

**Question**

I have a tight-binding chain with one orbital per cell. The orbitals are normalized, but nearest neighbours overlap. My parameters are on-site energy e = −5 eV, hopping t = −2 eV and overlap s = 0.2. I wanted the on-site energy to be the zero of energy, so I added c = 5 eV to every on-site element and left the rest alone. I expected the same band, 5 eV higher. Instead the band width went from 4.76 eV to 9.52 eV.

A hopping describes motion between sites, so I don't see why it should care where I put the zero. Is my code wrong, or is my idea of the shift wrong?

**Answer**

Your code gives the right levels for the matrix you gave it, but that matrix doesn't describe the old Hamiltonian with a new zero. In a nonorthogonal basis a constant energy has matrix elements between different orbitals too, and you left those out.

**What a constant does to the matrix**

Let the orbitals φ_i be normalized and linearly independent, and define

H_ij = ⟨φ_i|Ĥ|φ_j⟩,  S_ij = ⟨φ_i|φ_j⟩,  S_ii = 1.

Write a state as ψ = Σ_j C_j φ_j and require (Ĥ − E)ψ to have no component along any φ_i. This gives

H C = E S C.

Moving the energy zero replaces Ĥ by Ĥ + c, where c is a number multiplying the identity operator. Its matrix elements are

⟨φ_i|Ĥ + c|φ_j⟩ = H_ij + c S_ij.

The diagonal gains c because S_ii = 1, and each hopping gains c S_ij. The levels then behave as they should:

(H + cS) C = E S C + c S C = (E + c) S C.

Every level moves by c, and every coefficient vector C stays the same. You used H + cI instead, with I the unit matrix. The two agree for c ≠ 0 if and only if S = I, that is, in an orthonormal basis, where your procedure is correct.

So the number called "hopping" does depend on the zero whenever the two orbitals overlap. It is a matrix element of the whole Hamiltonian, including any constant in it, and not a pure rate of motion between sites. If two orbitals have zero overlap, their hopping doesn't change.

**Your chain**

For lattice constant a, insert C_n = exp(ikna) into the equation for one site. The two neighbours contribute the phases exp(ika) and exp(−ika), whose sum is 2 cos ka:

e + 2t cos ka = E(k) (1 + 2s cos ka).

Define S(k) = 1 + 2s cos ka. It must be positive for all k, which requires |s| < 1/2. For s ≠ 0, use 2 cos ka = [S(k) − 1]/s in the numerator:

E(k) = {e + (t/s)[S(k) − 1]}/S(k) = t/s + (e − t/s)/S(k).

All the k dependence sits in 1/S(k), whose extreme values are 1/(1 − 2|s|) and 1/(1 + 2|s|). They differ by 4|s|/(1 − 4s²). Multiplying by |e − t/s| gives the band width

W = 4|t − es|/(1 − 4s²).

The combination t − es is what matters here, and a true change of zero preserves it:

(t + cs) − (e + c)s = t − es.

With your numbers t − es = −2 + 1 = −1 eV, so W = 4/0.84 = 4.76 eV. The correctly shifted parameters are e = 0 and t = −2 + 5 × 0.2 = −1 eV. The band edges at k = 0 and ka = π are:

- Original: −9/1.4 = −6.43 eV and −1/0.6 = −1.67 eV.
- True shift: −2/1.4 = −1.43 eV and 2/0.6 = 3.33 eV.
- On-site elements only: −4/1.4 = −2.86 eV and 4/0.6 = 6.67 eV.

The true shift raises both edges by 5 eV. Your change adds c to the numerator of E(k), so it raises the level at k by c/S(k): 3.57 eV at the bottom and 8.33 eV at the top. It also turns t − es from −1 eV into −2 eV, which is why the width doubled.

The ratio of the wrong width to the right one is |1 − cs/(t − es)|. A small overlap is therefore not enough to make the mistake harmless. The product cs must be small compared with t − es, and a large shift can spoil that even when s is small.

**Two cases that separate hopping from dispersion**

First, choose a true shift that removes the hopping: t + cs = 0 gives c = −t/s = 10 eV. The on-site energy becomes 5 eV, and the band is

E(k) = 5 eV/S(k).

It runs from 3.57 to 8.33 eV, with the same width of 4.76 eV as before. The hopping is zero but the band is not flat. The energy of a Bloch state is its Hamiltonian expectation value divided by its squared norm ⟨ψ|ψ⟩, which is proportional to S(k) and so depends on k.

Second, add c to the on-site elements alone, with c = t/s − e = −5 eV. Now e + c = t/s = −10 eV, the coefficient of 1/S(k) vanishes, and the band is flat at −10 eV although the hopping is still −2 eV. A supposed change of zero has removed all the dispersion.

**Could the error be a rigid shift by c by some accident?**

Not by the amount c, for normalized orbitals with S ≠ I. To see this for any number N of orbitals, multiply the wrong eigenvalue equation by S⁻¹:

(S⁻¹H + c S⁻¹) C = E C.

The sum of the eigenvalues is the trace, so the mean shift of the levels is c Tr(S⁻¹)/N. Let s_q be the eigenvalues of S. They are positive because the orbitals are linearly independent, and they sum to Tr S = N. Then

Σ_q (1 − s_q)²/s_q = Σ_q (1/s_q − 2 + s_q) = Tr(S⁻¹) − 2N + N = Tr(S⁻¹) − N.

The left side is not negative, and it vanishes only if every s_q = 1, which means S = I. A rigid shift by c ≠ 0 would need Tr(S⁻¹) = N, so it requires S = I. Otherwise the mean shift is larger in size than c. In your chain it is 5.46 eV instead of 5 eV.

This argument excludes only a rigid shift by c itself. An equal shift of all levels by a larger amount can occur by accident. For two equivalent orbitals the levels are (e + t)/(1 + s) and (e − t)/(1 − s), and their difference is 2(es − t)/(1 − s²). An on-site change with cs = 2(t − es) turns t − es into −(t − es). The gap then keeps its size, the two states swap order, and both ordered levels move by the mean shift c Tr(S⁻¹)/2 = c/(1 − s²), not by c.

**Which levels move too much?**

Let the on-site change c grow from zero, and follow a nondegenerate level with C†SC = 1. Differentiate (H + cI − ES)C = 0 with respect to c, then multiply from the left by C†:

C†C − (dE/dc) C†SC + C†(H + cI − ES)(dC/dc) = 0.

The last term vanishes because C† is also a left eigenvector of the Hermitian matrix pencil. Hence

dE/dc = C†C.

The normalization can be written as

1 = C†C + Σ_{i≠j} C_i* S_ij C_j.

If the overlap sum is positive, as in a bonding state, C†C is below 1 and the level moves more slowly than c. If it is negative, as in an antibonding state, the level moves faster than c. This is the slope for the state at the current value of c, and in general C changes as c grows. In your chain the Bloch states do not change, so the slope is constant, and your band shows the two cases at its edges.

There is also a bound for a finite shift c > 0. For any vector x, the energy ratio x†(H + cI)x/(x†Sx) exceeds x†Hx/(x†Sx) by c x†x/(x†Sx), which lies between c/s_max and c/s_min. The n-th level is the minimum, over all n-dimensional subspaces, of the largest energy ratio in the subspace. Each ordered level therefore shifts by an amount within the same limits.

You can also ask which operator you added. Define the dual orbitals φ̃_i = Σ_j φ_j (S⁻¹)_ji, which satisfy ⟨φ̃_i|φ_j⟩ = δ_ij. The operator

c Σ_m |φ̃_m⟩⟨φ̃_m|

has matrix elements c Σ_m δ_im δ_mj = c δ_ij. This is your on-site term. It is a genuine perturbation, not a constant, and in general it changes the states as well. In your chain the Bloch states survive because translation symmetry fixes them.

**A check that starts from a potential**

To see the hoppings change without assuming the rule, take an electron in one dimension in three Gaussian wells:

V(x) = −Σ_i D_i exp[−(x − X_i)²/(2w²)].

The centres X_i are 0, 0.25 and 0.55 nm, the depths D_i are 10, 12 and 9 eV, and w = 0.1 nm. Put one orbital on each well,

φ_i(x) = (πσ²)^(−1/4) exp[−(x − X_i)²/(2σ²)],  σ = 0.1 nm.

For two centres a distance d apart with midpoint X̄, the squares in the exponents add up to 2(x − X̄)² + d²/2. The first term integrates to 1 with the prefactors, which leaves

S_ij = exp[−d²/(4σ²)].

For the first pair this is exp(−1.5625) = 0.2096. Numerical integration of the kinetic and potential energy gives H_12 = −3.089 eV. Repeating the integration with 5 eV added to V(x) gives −2.041 eV. The difference agrees with 5 × 0.2096 = 1.048 eV. Nothing about the wells or the motion has changed, yet the hopping has.

The three levels of this three-orbital basis (variational upper bounds to the lowest exact levels of V, not the exact levels themselves) respond as follows:

- Original: −9.808, −6.669 and −5.451 eV.
- Potential raised by 5 eV: −4.808, −1.669 and −0.451 eV.
- On-site elements raised by 5 eV: −5.633, −1.376 and 0.664 eV.

The on-site change shifts the levels by 4.17, 5.29 and 6.11 eV, inside the limits c/s_max = 4.05 eV and c/s_min = 6.53 eV. The ground state changes too: its overlap with the original ground state is 0.994, whereas the true shift leaves it at 1. The numerical check checks these statements numerically.

**Is there a hopping that doesn't depend on the zero?**

There are two useful choices. For normalized orbitals, the combination

H_ij − S_ij (H_ii + H_jj)/2

changes by cS_ij − S_ij(c + c)/2 = 0. In your chain it is t − es. When you compare hoppings from two sources, use it or bring both sets to a common zero. Either step removes only the difference in zero. Hoppings computed with different orbitals can still differ, even for the same physical system.

The other choice is to orthogonalize the basis. With Löwdin's symmetric method the matrix becomes

L = S^(−1/2) H S^(−1/2),

and H + cS becomes L + cI. In this basis your original idea works: change the diagonal and leave the hoppings alone.

The price is usually a longer range. In the chain, L has the Bloch states as eigenvectors and E(k) as eigenvalues, so its element L_m between sites m cells apart is a Fourier coefficient of E(k). To find it, expand 1/S(k). Choose r with |r| < 1 and r/(1 + r²) = s, that is

r = [1 − √(1 − 4s²)]/(2s).

With θ = ka, summing the geometric series for m ≥ 0 and m ≤ 0, and subtracting the m = 0 term counted twice, gives

Σ_m (−r)^|m| exp(imθ) = 1/(1 + r exp(iθ)) + 1/(1 + r exp(−iθ)) − 1
= (1 − r²)/(1 + r² + 2r cos θ).

The denominator equals (1 + r²)S(k), because 2r = 2s(1 + r²). Also,

1 − 4s² = 1 − 4r²/(1 + r²)² = [(1 − r²)/(1 + r²)]².

Therefore

1/S(k) = [1/√(1 − 4s²)] Σ_m (−r)^|m| exp(imka),

and, for an infinite chain,

L_m = (t/s) δ_m0 + (e − t/s)(−r)^|m|/√(1 − 4s²).

The m = 0 term of the expansion is the average of 1/S(k) over the band. It gives the mean on-site-only shift quoted above: c/√(1 − 4s²) = 5/√0.84 = 5.46 eV.

For your parameters r = 0.209 and e − t/s = 5 eV. The on-site element is L_0 = −10 + 5.46 = −4.54 eV, the first-neighbour hopping is L_1 = −1.14 eV, and the second-neighbour hopping is L_2 = 0.24 eV. The true shift moves L_0 to 0.46 eV and leaves L_1 and L_2 unchanged. Your on-site change, made before orthogonalization, doubles L_1 to −2.28 eV.

**A trap when hoppings are generated from on-site energies**

The Wolfsberg–Helmholz rule estimates a hopping as K times the overlap times the mean on-site energy. For the chain this is

t = K s e.

If e changes by c, the rule changes t by Kcs, whereas a change of zero requires cs. For K ≠ 1 and s ≠ 0 the rule is therefore tied to a particular zero. Its invariant hopping is t − es = (K − 1)se, so for K > 1 the width is

W = 4(K − 1)|se|/(1 − 4s²),

which is proportional to |e|. With K = 1.75 and s = 0.2, the rule gives a width of 3.57 eV at e = −5 eV, but 7.14 eV at e = −10 eV and zero at e = 0.

Apply such a rule at the zero for which its on-site energies were defined, and shift afterwards. Here that means computing t = −1.75 eV at e = −5 eV, then adding 5 eV to e and 5 × 0.2 = 1 eV to t. The result is e = 0 and t = −0.75 eV, with the width still 3.57 eV.

For your own code the repair is one line: replace H by H + cS, using the same S that enters the eigenvalue problem. In a calculation with k-dependent matrices, use H(k) + cS(k) at every k.

Computed results

```
CHAIN: e = -5.0 eV, t = -2.0 eV, s = 0.2, c = 5.0 eV
Ring sites: 40
S(k) at k=0 and zone edge: 1.4000  0.6000
Correctly shifted hopping: -1.0000 eV
Invariant t - e s: -1.0000 eV
original: band bottom, top, width (eV): -6.4286  -1.6667  4.7619
original: Lowdin L0, L1, L2 (eV): -4.5446  -1.1386  0.2376
true shift: band bottom, top, width (eV): -1.4286  3.3333  4.7619
true shift: Lowdin L0, L1, L2 (eV): 0.4554  -1.1386  0.2376
on-site only: band bottom, top, width (eV): -2.8571  6.6667  9.5238
on-site only: Lowdin L0, L1, L2 (eV): 0.9109  -2.2772  0.4753
On-site-only shift at k=0, zone edge (eV): 3.5714  8.3333
On-site-only mean shift: 5.4554 eV
Lowdin decay ratio r: 0.2087
True shift that removes hopping: 10.0000 eV
  on-site energy there: 5.0000 eV
  band bottom, top, width (eV): 3.5714  8.3333  4.7619
On-site-only change giving a flat band: -5.0000 eV
  flat-band energy: -10.0000 eV
  flat-band width: 0.0000 eV
Wolfsberg-Helmholz K = 1.75, hopping at e: -1.7500 eV
  rule applied at on-site -10.0 eV: width 7.1429 eV
  rule applied at on-site -5.0 eV: width 3.5714 eV
  rule applied at on-site 0.0 eV: width 0.0000 eV
  finished matrix shifted by cS: width 3.5714 eV
THREE WELLS: centres (nm): 0.0000  0.2500  0.5500
Well depths (eV): 10.0000  12.0000  9.0000
Orbital sigma, well width (nm): 0.1000  0.1000
Overlaps S12, S23, S13: 0.2096  0.1054  0.0005
On-site energies, c=0 (eV): -7.4803  -9.2755  -5.9316
H12, H23 with c=0 (eV): -3.0889  -1.5606
H12, H23 with V+c (eV): -2.0409  -1.0336
Levels, c=0 (eV): -9.8075  -6.6694  -5.4510
Levels, V+c (eV): -4.8075  -1.6694  -0.4510
Levels, on-site only (eV): -5.6332  -1.3762  0.6638
On-site-only level shifts (eV): 4.1743  5.2932  6.1147
Bounds c/s_max, c/s_min (eV): 4.0491  6.5309
Mean on-site-only shift: 5.1940 eV
Initial slopes dE/dc: 0.8495  1.1078  1.1591
Ground-state overlap with original, V+c: 1.0000
Ground-state overlap with original, on-site only: 0.9940
```
